# Band splitting of an equal binary alloy in the coherent potential approximation

## First half: the averaged alloy and its spectrum

An electron moves on a lattice with one orbital per site. Half of the sites, chosen at random, have energy \(-\Delta/2\), and the other half have \(+\Delta/2\). Hopping between sites does not depend on the species. If all site energies were zero, the density of states per orbital would be the semicircle

\[
\rho_0(E)=\frac{2}{\pi D^2}\sqrt{D^2-E^2},\qquad |E|\le D ,
\]

and zero outside. Its full width is \(W=2D\), the clean bandwidth. Such a model is a first description of the empty metal \(d\) states in an amorphous mixed oxide, where two kinds of cation share one disordered network. The question is how far apart the site energies must be before the band splits in two.

Throughout, \(a=\Delta/2\) and \(t=D/2\). The complex energy \(z=E+i\eta\) has \(\eta>0\), with \(\eta\to0\) taken at the end. A site Green function \(G\) gives the density of states as \(\rho=-\operatorname{Im}G/\pi\). Spin is left out, and electrons do not interact.

### (a) The clean band

**Show that the site Green function of the clean band, \(G_0(\zeta)=\int\rho_0(E)\,dE/(\zeta-E)\), obeys \(\zeta=1/G_0+t^2G_0\).**

*Solution.* Start from the proposed relation and show that its solution has the required spectrum. Multiplying by the unknown \(g\) gives \(t^2g^2-\zeta g+1=0\), so

\[
g(\zeta)=\frac{\zeta-\sqrt{\zeta^2-4t^2}}{2t^2}.
\]

Here \(4t^2=D^2\). Choose the branch of the root that behaves as \(\zeta\) at large \(|\zeta|\), with its cut on \([-D,D]\). Then

\[
\sqrt{\zeta^2-D^2}\simeq\zeta-\frac{D^2}{2\zeta}
\quad\Rightarrow\quad
g\simeq\frac{D^2}{4t^2\zeta}=\frac1\zeta .
\]

On the upper side of the cut the root equals \(+i\sqrt{D^2-E^2}\). The sign follows by going down the imaginary axis, where the root starts as \(\zeta=i\eta\) and stays positive imaginary. Hence

\[
-\frac{1}{\pi}\operatorname{Im}g(E+i0)=\frac{\sqrt{D^2-E^2}}{2\pi t^2}
=\frac{2}{\pi D^2}\sqrt{D^2-E^2}=\rho_0(E).
\]

The function \(g\) is analytic away from the cut and vanishes at infinity. Cauchy's formula therefore reduces to an integral around the cut. The values of \(g\) on its two sides are complex conjugates, so their difference is \(2i\operatorname{Im}g(E+i0)\), and

\[
g(\zeta)=\frac{1}{2\pi i}\int_{-D}^{D}\frac{2i\operatorname{Im}g(E+i0)}{E-\zeta}\,dE
=\int_{-D}^{D}\frac{\rho_0(E)}{\zeta-E}\,dE=G_0(\zeta).
\]

This proves the relation. In the form \(G_0=1/(\zeta-t^2G_0)\) it has a direct meaning: a site is coupled to surroundings whose response is again \(G_0\), with total squared coupling \(t^2\).

### (b) The average medium

**In the coherent potential approximation (CPA), every site of the alloy is replaced by an effective site with the same complex energy \(\Sigma(z)\). This self-energy is chosen so that one real site, put into the medium, does not scatter on average. Show that the condition is equivalent to**

\[
G=\left\langle\frac{1}{x-\varepsilon}\right\rangle,\qquad x=\frac1G+\Sigma=z-t^2G ,
\]

**where the brackets average over the two site energies \(\varepsilon\).**

*Solution.* A uniform site energy \(\Sigma\) only shifts the energy argument, so the medium has \(G(z)=G_0(z-\Sigma)\). Replace \(\Sigma\) on one site by \(\varepsilon\). The perturbation is \(v=\varepsilon-\Sigma\), and the Green function on that site obeys the Dyson equation \(G_\varepsilon=G+GvG_\varepsilon\). Its solution is

\[
G_\varepsilon=\frac{G}{1-vG}=\frac{1}{1/G-v}=\frac{1}{1/G+\Sigma-\varepsilon}=\frac1{x-\varepsilon}.
\]

The same quantity can be written with the scattering amplitude \(T=v/(1-vG)\), which contains repeated scattering on the site:

\[
G+GTG=G\,\frac{(1-vG)+vG}{1-vG}=\frac{G}{1-vG}=G_\varepsilon .
\]

Averaging gives \(\langle G_\varepsilon\rangle=G+G^2\langle T\rangle\). Since \(G\ne0\) for \(\eta>0\), the condition \(\langle T\rangle=0\) holds exactly when \(\langle G_\varepsilon\rangle=G\), which is the first equation asked for.

For the second, put \(\zeta=z-\Sigma\) in part (a). This gives \(z-\Sigma=1/G+t^2G\), and moving terms gives \(1/G+\Sigma=z-t^2G\).

The approximation lies in treating one site at a time. The surroundings of every site are the same average medium, whichever species the neighbours happen to be.

### (c) A cubic equation

**For the equal alloy, express \(G\), \(\Sigma\) and \(z\) through \(x\), and give the density of states in terms of \(x\).**

*Solution.* With weight \(1/2\) on each of \(\varepsilon=\pm a\),

\[
G=\frac12\left(\frac1{x-a}+\frac1{x+a}\right)=\frac{x}{x^2-a^2}.
\]

Its inverse is \(1/G=x-a^2/x\), so \(\Sigma=x-1/G=a^2/x\). From \(x=z-t^2G\),

\[
z=f(x)\equiv x+\frac{t^2x}{x^2-a^2}
=x+\frac{t^2}{2}\left(\frac1{x-a}+\frac1{x+a}\right).
\]

Multiplication by \(x^2-a^2\) and collection of powers gives

\[
x^3-zx^2+(t^2-a^2)x+a^2z=0 .
\]

At real energy, \(G=(E-x)/t^2\), hence

\[
\rho(E)=\frac{\operatorname{Im}x}{\pi t^2}.
\]

For \(a=0\) the relation \(z=f(x)\) becomes \(z=x+t^2/x\). This is the clean relation of part (a) with \(x=1/G_0\), as it should be.

### (d) Which root is physical

**The cubic has three roots. Show that for \(\eta>0\) exactly one lies in the upper half plane and that it is the physical one. Deduce that, at real \(E\), the density of states is positive if and only if the cubic has a pair of complex roots.**

*Solution.* A physical Green function has \(\operatorname{Im}G<0\) for \(\eta>0\). Since \(x=z-t^2G\), the physical root has \(\operatorname{Im}x>\eta>0\).

To count such roots, note first that none can be real while \(\eta>0\). A real \(x\ne\pm a\) gives a real \(f(x)\), which cannot equal \(z\). At \(x=\pm a\) the left side of the cubic is

\[
\pm a^3-za^2\pm(t^2-a^2)a+a^2z=\pm t^2a\neq0 .
\]

The roots move continuously with \(z\). As they cannot cross the real axis, their number in the upper half plane is the same for all \(z\) with \(\eta>0\). It can be counted at large \(z=i\eta\). One root is then \(x\simeq z\), in the upper half plane. The others stay bounded, and \(x^2-a^2=t^2x/(z-x)\) places them near

\[
x\simeq\pm a+\frac{t^2}{2z},
\]

with negative imaginary part because \(1/(i\eta)=-i/\eta\). The count is one.

Now let \(\eta\to0\). The coefficients become real, so either all three roots are real or one is real and two are complex conjugates. In the second case the member of the pair with positive imaginary part is the limit of a root in the upper half plane. That root is the physical one, so \(\rho>0\). In the first case \(\operatorname{Im}x=0\) and \(\rho=0\).

A useful corollary concerns a real \(x_0\) with \(f'(x_0)>0\). For \(z=f(x_0)+i\eta\) and small \(\eta\) there is a root \(x\simeq x_0+i\eta/f'(x_0)\). It lies in the upper half plane and is therefore physical. Its limit is real, so there are no states at the energy \(f(x_0)\).

### (e) When the band splits

**Show that the CPA density of states has a gap around \(E=0\) if and only if \(\Delta>D=W/2\), that is, when the site-energy separation exceeds half of the clean bandwidth.**

*Solution.* By part (d), it is enough to count the real solutions of \(f(x)=E\). The derivative is

\[
f'(x)=1-\frac{t^2}{2}\left[\frac1{(x-a)^2}+\frac1{(x+a)^2}\right].
\]

Consider first the outer branches. For \(x>a\), \(f'\) rises steadily from \(-\infty\) to \(1\). The function \(f\) thus falls from \(+\infty\) to one minimum, called \(E_+\), and rises again. Because \(f(-x)=-f(x)\), the branch \(x<-a\) has one maximum, \(-E_+\). For \(|E|<E_+\) the outer branches give no real solution if \(E_+>0\). This is the case, since \(f(x)>0\) for \(x>a\).

On the middle branch, \(-a<x<a\), the function falls from \(+\infty\) at the left pole to \(-\infty\) at the right pole. It therefore takes every real value at least once. The bracket in \(f'\) can be written as

\[
\frac1{(x-a)^2}+\frac1{(x+a)^2}=\frac{2(a^2+x^2)}{(a^2-x^2)^2}.
\]

As \(|x|\) grows from zero, the numerator grows and the denominator shrinks. The bracket has its minimum \(2/a^2\) at \(x=0\), so

\[
f'(x)\le f'(0)=1-\frac{t^2}{a^2}.
\]

*If \(a<t\)*, the middle branch falls everywhere and gives one real solution for each \(E\). For \(|E|<E_+\) this is the sole real root, and it is simple. The other two roots form a complex pair, and \(\rho(E)>0\). For \(|E|>E_+\) an outer branch adds two real roots and \(\rho=0\). The spectrum is one band without a gap.

*If \(a=t\)*, the same holds except at \(E=0\), where the cubic reads \(x^3=0\). The density vanishes at this one point, which is not a gap.

*If \(a>t\)*, then \(f'(0)>0\). As \(f'\) is even, decreases with \(|x|\) and tends to \(-\infty\) at the poles, it vanishes at exactly two points \(\pm x_-\). The middle branch falls to \(-E_-\), rises through \(f(0)=0\) to \(E_-=f(x_-)>0\), and falls again. Every energy with \(|E|<E_-\) is met three times. All roots are real, and \(\rho=0\) in the whole interval.

States remain on both sides of it. If \(E_-\) were as large as \(E_+\), the energy \(E=E_+\) would have a double root on the outer branch and three roots on the middle one, counted with multiplicity. A cubic cannot have five roots, so \(E_-<E_+\). For \(E_-<|E|<E_+\) there is one real root and \(\rho>0\).

The gap thus exists if and only if \(a>t\), which is \(\Delta/2>D/2\), or

\[
\boxed{\;\Delta>D=\frac W2\;}
\]

The condition can be read as a failure of self-consistent broadening. At \(E=0\) put \(x=iy\), where \(y\) measures how strongly a site is broadened by its surroundings. The equation \(f(x)=0\) becomes

\[
y=\frac{t^2}{y^2+a^2}\,y .
\]

A site is broadened only if its neighbours are broadened at the same energy. For small \(y\), each round of this feedback multiplies the broadening by \(t^2/a^2\). If this factor is below one, the broadening dies out and no states remain at the centre.

## Second half: size of the gap and limits of the result

The site energies are \(\pm a\) with \(a=\Delta/2\), and the clean semicircle has half-width \(D=2t\) and full width \(W=2D\). The first half gave, for the averaged site Green function \(G\) and the self-energy \(\Sigma\),

\[
z=f(x)=x+\frac{t^2x}{x^2-a^2},\quad G=\frac{x}{x^2-a^2},\quad \Sigma=\frac{a^2}{x},\quad \rho=\frac{\operatorname{Im}x}{\pi t^2}.
\]

The physical root \(x\) is the one in the upper half plane for \(\operatorname{Im}z>0\). A gap \(|E|<E_-\) exists if and only if \(a>t\), and the outer edges are \(\pm E_+\). A real \(x_0\) with \(f'(x_0)>0\) marks an energy \(f(x_0)\) without states.

### (f) Band edges

**Find \(E_-\) and \(E_+\). Evaluate the gap for \(W=3\) eV and \(\Delta=2\) eV, and examine the limit \(a\gg t\).**

*Solution.* The edges are the extrema of \(f\). With \(u=x^2-a^2\),

\[
f'(x)=1+\frac{t^2}{u}-\frac{2t^2x^2}{u^2}=0 .
\]

Multiply by \(u^2\) and insert \(x^2=u+a^2\):

\[
u^2+t^2u-2t^2(u+a^2)=u^2-t^2u-2t^2a^2=0,
\]

\[
u_\pm=\frac{t^2\pm t\sqrt{t^2+8a^2}}2,\qquad
E_\pm=\sqrt{a^2+u_\pm}\left(1+\frac{t^2}{u_\pm}\right).
\]

The positive \(u_+\) belongs to \(|x|>a\), the outer edge. The negative \(u_-\) belongs to the middle branch, the inner edge. The gap is \(E_g=2E_-\).

For the example, \(D=1.5\) eV, \(t=0.75\) eV, \(a=1\) eV and \(\Delta/D=1.33\). Then

\[
u_-=\frac{0.5625-0.75\sqrt{0.5625+8}}{2}\ \text{eV}^2=-0.8161\ \text{eV}^2,
\]

\[
x_-=\sqrt{1-0.8161}\ \text{eV}=0.4289\ \text{eV},
\]

\[
E_-=0.4289\left(1-\frac{0.5625}{0.8161}\right)\text{eV}=0.133\ \text{eV}.
\]

The gap is \(E_g=0.267\) eV, or 267 meV, and the outer edges lie at \(\pm2.17\) eV. At fixed \(W\), the same formula gives 0.13 eV for \(\Delta=1.8\) eV and 0.42 eV for \(\Delta=2.2\) eV. A ten per cent change of the separation changes the gap by half or more.

For \(a\gg t\), \(u_\pm\simeq\pm\sqrt2\,ta\). Then \(\sqrt{a^2+u_\pm}\simeq a\pm t/\sqrt2\), and the second factor adds \(\pm t/\sqrt2\). The upper subband extends over

\[
a-\frac{D}{\sqrt2}\lesssim E\lesssim a+\frac{D}{\sqrt2}.
\]

Its half-width is \(D/\sqrt2\) and not \(D\), because half of the squared coupling leads to sites of the other species, which are far off in energy.

### (g) Close to the transition

**Find the density at \(E=0\) for \(\Delta<D\), the density near \(E=0\) at \(\Delta=D\), the leading form of the gap just above \(\Delta=D\), and the self-energy near the centre of the gap.**

*Solution.* At \(E=0\) the cubic is \(x(x^2+t^2-a^2)=0\). For \(a<t\) the physical root is \(x=i\sqrt{t^2-a^2}\). With \(t^2-a^2=(D^2-\Delta^2)/4\) and \(t^2=D^2/4\),

\[
\rho(0)=\frac{\sqrt{t^2-a^2}}{\pi t^2}=\frac{2}{\pi D}\sqrt{1-\frac{\Delta^2}{D^2}} .
\]

For \(D=1.5\) eV this is 0.424 per eV in the clean band and 0.316 per eV at \(\Delta=1\) eV.

At \(a=t\) the cubic is \(x^3=E(x^2-t^2)\). For small \(E>0\) the root is small, and \(x^3\simeq-t^2E\). The root in the upper half plane is \(x=(t^2E)^{1/3}e^{i\pi/3}\). With \(\sin(\pi/3)=\sqrt3/2\), and by symmetry for negative \(E\),

\[
\rho(E)\simeq\frac{\sqrt3}{2\pi}\,t^{-4/3}|E|^{1/3}.
\]

For \(a\) slightly above \(t\), expand \(f\) at small \(x\):

\[
f(x)\simeq\left(1-\frac{t^2}{a^2}\right)x-\frac{t^2}{a^4}x^3 .
\]

Let \(\delta=(\Delta-D)/D\), so that \(a=t(1+\delta)\). To leading order in \(\delta\), \(f\simeq2\delta x-x^3/t^2\). The maximum is at \(x^2=2\delta t^2/3\), where the cubic term removes one third of the linear one. Thus \(E_-\simeq(4\delta/3)\,t\sqrt{2\delta/3}\), and with \(t=D/2\)

\[
E_g=2E_-\simeq\frac43\sqrt{\frac23}\;D\left(\frac{\Delta-D}{D}\right)^{3/2}.
\]

The gap opens slowly, with zero initial slope. In the example \(\delta=1/3\) is no longer small. The leading form gives 0.314 eV, which is 18 per cent above the full CPA value.

Inside the gap and near its centre, \(x\simeq z/(1-t^2/a^2)\). Therefore

\[
\Sigma=\frac{a^2}{x}\simeq\frac{a^2-t^2}{z}.
\]

The self-energy diverges where \(G\) passes through zero. The gap cannot be obtained from a finite-order expansion of \(\Sigma\) in powers of \(a\) at fixed \(t\), since the terms of such an expansion start from the clean band and stay finite at \(E=0\).

### (h) Species character, and a system in which the CPA becomes exact

**How much of the lower subband belongs to the low-energy species? Show also that large matrices with random couplings obey the CPA equation.**

*Solution.* By part (b), a site of energy \(-a\) has the average Green function \(1/(x+a)\), and a site of energy \(+a\) has \(1/(x-a)\). Their densities are

\[
\rho_\mp(E)=\frac{\operatorname{Im}x}{\pi|x\pm a|^2},\qquad \rho=\tfrac12(\rho_-+\rho_+).
\]

Since \(\rho(E)=\rho(-E)\), each subband holds half of all states. Numerical integration of \(\rho_-/2\) over the lower subband of the example, divided by this half, gives a share of 0.93. Even with a gap, 7 per cent of the lower subband's weight is on the other species.

Now take \(N\) sites with energies \(\varepsilon_i=\pm a\), half of each, and couple every pair by an independent Gaussian random number \(H_{ij}\) of mean zero and variance \(t^2/N\). Each site energy also receives a small independent Gaussian shift \(H_{ii}\) of mean zero and variance \(2t^2/N\). Eliminating all sites but \(i\) gives

\[
G_{ii}=\frac{1}{z-\varepsilon_i-H_{ii}-\sum_{j,k\ne i}H_{ij}G^{(i)}_{jk}H_{ki}},
\]

where \(G^{(i)}\) is the Green function without site \(i\) and hence independent of \(H_{ij}\). The average of the double sum over these couplings keeps the terms \(j=k\) and equals \((t^2/N)\sum_jG^{(i)}_{jj}\). Its variance is of order \(t^4/(N\eta^2)\), and \(H_{ii}\) is of order \(t/\sqrt N\). Removing one site changes the mean of \(G_{jj}\) by order \(1/(N\eta)\). At fixed \(\eta\) and \(N\to\infty\),

\[
G_{ii}=\frac1{z-t^2G-\varepsilon_i},
\]

whose average is the CPA equation. Here each site has so many weak neighbours that its surroundings really are the average medium.

One such matrix with \(N=1400\) and the example's parameters, diagonalized numerically, has 0.29 eV between its two central levels, against the CPA gap of 0.27 eV. The share of the low-energy species in its lower half of states is 0.93. The slightly wider spacing is probably an effect of finite \(N\).

### (i) A lattice with few neighbours

**Take a periodic lattice with hopping of finite range, whose clean band fills \([-D,D]\). For which \(\Delta\) does the random alloy have a true gap at \(E=0\)?**

*Solution.* Write the Hamiltonian as \(V+H_0\), with site energies \(V\) and hopping \(H_0\). Since \(V^2=a^2\), \(\|V\psi\|=a\|\psi\|\), while \(\|H_0\psi\|\le D\|\psi\|\). The triangle inequality gives

\[
\|(V+H_0)\psi\|\ge(a-D)\|\psi\| .
\]

For \(a>D\), which is \(\Delta>W\), there are no states with \(|E|<a-D\).

For \(\Delta\le W\) the gap is filled. An infinite random alloy contains, with probability one, pure regions of any radius \(R\). In a region of energy \(-a\), take a clean Bloch wave of band energy \(\epsilon\) and multiply it by a smooth envelope that vanishes at the boundary. Finite-range hopping sees the envelope change by order \(1/R\), so this trial state satisfies the Schrödinger equation at energy \(-a+\epsilon\) up to an error of order \(1/R\). The spectrum therefore contains \([-a-D,-a+D]\), and likewise \([a-D,a+D]\). For \(a\le D\) these intervals meet and cover \(E=0\).

A gap that the CPA gives at \(\Delta\le W\) is thus not a true gap on such a lattice. Pure clusters, which the single-site average omits, put states into it.

Regions that are merely rich in one species can contribute as well. The combined effect of all such local variations was computed for a simple cubic lattice with hopping \(h\) to six neighbours. Equating the mean squared energy \(6h^2\) to \(t^2\) gives \(h=0.306\) eV and a clean half-width \(6h=1.84\) eV. Diagonalization of six random periodic cells of 1000 sites, at \(\Delta=2\) eV, puts 67 of 6000 states into the window \(|E|<E_-\). The mean density there is 0.042 per eV, with a counting uncertainty of about 0.005 per eV (cells of 512 to 1728 sites with periodic or antiperiodic boundaries give 0.035 to 0.046), about a tenth of the clean semicircle's central value. The CPA solved for this same cubic band, with an energy broadening of 2 meV, gives less than 0.01 per eV. Part of this comes from the broadening. About 0.0045 per eV remains without it, because the CPA gap of the cubic band is narrower and its edge, at 0.115 eV, lies inside the window. Most of the density in the cells is therefore missed by the single-site average.

### (j) A mixed oxide as gate dielectric

**The values \(W=3\) eV and \(\Delta=2\) eV are rough choices for the lowest Ti 3d-like and Hf 5d-like levels in an amorphous oxide with equal amounts of hafnium and titanium. Which neglected effects matter for the 0.27 eV gap?**

*Solution.* The gap concerns empty conduction states. It is not the insulating gap of the oxide, which separates filled oxygen-derived states from these and is several eV wide. All material inputs below are rough.

*Unequal bandwidths.* Let the squared coupling between species \(i\) and \(j\) scale as \(t_it_j\). Then \(G_i=1/(z-\varepsilon_i-t_iS)\) with \(S=\frac12\sum_jt_jG_j\). For clean half-widths of 1.3 eV (Ti) and 1.7 eV (Hf), a numerical search for energies at which all roots \(S\) are real gives a gap from \(-0.25\) to \(0.01\) eV. Its width, 0.26 eV, is almost unchanged, but its centre moves down by 0.12 eV.

*Crystal field.* A real cation has five \(d\) orbitals, split by its oxygen neighbours. Take three Ti orbitals at \(-a\) and two 2.2 eV higher, and two Hf orbitals at \(+a\) and three 3.0 eV higher, with the same \(t\) for all. With weights \(w_i\) and levels \(e_i\), \(f(x)=x+t^2\sum_iw_i/(x-e_i)\), and the root count of part (d) carries over. All levels obey \(|e_i|\ge a\), hence

\[
f'(0)=1-t^2\sum_i\frac{w_i}{e_i^2}\ge1-\frac{t^2}{a^2}>0 .
\]

There are therefore no states at the shifted energy \(f(0)\). The bound also holds for every smaller \(t\), so this gap stays open as the coupling is raised from zero, and the number of states below it cannot change. It still separates the lowest Ti group from the rest. This argument does not give its width; the extrema of \(f\) give 0.54 eV. The gap widens because the same \(t^2\) is now shared among five orbitals, so the lowest groups are narrower than \(W=3\) eV. If \(t^2\) is instead scaled so that the lowest Ti group keeps a width of 3 eV, the gap is 0.22 eV. If it is scaled for the lowest Hf group, the gap is only 0.02 eV, and the bound above no longer applies. The widest gap found numerically is a different one, from 2.1 to 3.3 eV, between the two Hf groups.

*Spread of site energies.* In an amorphous network, cations of one species differ in their surroundings. A Gaussian spread of 0.2 eV (rms) was put into the CPA average. A Gaussian has no strict edge, so the gap is measured by the window in which the density is below 1 per cent of the clean central value. This window is 0.14 eV wide, about half of the original gap.

*Vibrations at 300 K.* A site energy coupled linearly to an oscillator of energy \(\hbar\omega\), with relaxation energy \(\lambda\), has the variance \(\lambda\hbar\omega\coth(\hbar\omega/2k_BT)\). For \(\hbar\omega=0.06\) eV and \(\lambda=0.2\) eV the spread is 0.12 eV. Treated as static and combined with the structural spread, it gives 0.23 eV in total and reduces the window to 0.08 eV. Since \(\hbar\omega\) is not small compared with this width, the static treatment is only a rough estimate.

*Gate field.* Take 3 MV/cm, a high field that may be close to breakdown in a titanium-rich oxide. The potential energy then changes by 0.105 eV over a cation spacing of 0.35 nm. The tilted gap is crossed within \(0.267\ \text{eV}/(0.3\ \text{eV/nm})=0.89\) nm, fewer than three spacings. An electron may tunnel over such a distance, though the rate was not computed. Nothing here shows that the gap blocks transport across a film several nanometres thick. It also lies inside the conduction states, so it is no barrier to electrons that enter the Ti-like subband below it.

Set beside a real Hf–Ti oxide, the model gives a separation of Ti-like and Hf-like states, not a reliable gap. The assumption of an average environment already fails on the one-orbital cubic lattice, which is only a rough stand-in for the amorphous network: in the cubic cells, the mean density in the gap window is about a tenth of the clean semicircle's central value, and the single-site average misses most of it. The width is also uncertain because \(\Delta\) and \(W\) are not known to ten per cent, and such a change in \(\Delta\) alone moves the CPA gap between 0.13 and 0.42 eV. A partial ordering of the cations, or a composition away from one half, would need a separate calculation.
